# How spin uncoupling gives the lower doublet-Pi component a magnetic moment

Anyone who computes the Zeeman pattern of a regular $^2\Pi$ molecule such as NO must decide whether the lower component may be treated as nonmagnetic. If it may, the field term is dropped for that component. If not, the two spin components must be mixed before the field is applied. The pure case (a) formula favours the first choice. When the ratio of the spin-orbit constant to the rotational constant is of order 50 to 100, as in NO, that formula misses nearly all of the splitting for every level except $J=1/2$, as the separate contributions to the $g$ factor show.

## Model and conventions

The molecule is in one vibronic $^2\Pi$ state with $S=1/2$. The unit vector $\mathbf n$ lies along the axis, and angular momenta are in units of $\hbar$. The components of $\mathbf L$ perpendicular to the axis lead to other electronic states and are dropped, so $\mathbf L=\Lambda\mathbf n$. I take $\Lambda=+1$. The projection of the spin on the axis is $\Sigma=\pm1/2$, and $\Omega=\mathbf n\cdot\mathbf J=\Lambda+\Sigma$ is $3/2$ or $1/2$.

With a field $B_0$ along the laboratory axis $Z$, the Zeeman operator is

$$H_Z=\mu_BB_0\,(L_Z+g_SS_Z),\qquad g_S=2.0023 .$$

The $g$ factor of a level is defined by the first-order energy $g\mu_BB_0M$. The magnetic moment itself points against the angular momentum when $g>0$. I call $gJ$, in units of $\mu_B$, the moment of the level. Its absolute value is the size of the moment along $Z$ in the state $M=J$.

Within one level $J$, the matrix elements of any vector operator $\mathbf V$ are proportional to those of $\mathbf J$, so $\mathbf V=c\,\mathbf J$ there. Taking the scalar product with $\mathbf J$, which does not leave the level, gives $c=\langle\mathbf V\cdot\mathbf J\rangle/J(J+1)$. Hence

$$g=\frac{\langle(\mathbf L+g_S\mathbf S)\cdot\mathbf J\rangle}{J(J+1)} .$$

The other sign, $\Lambda=-1$, gives the same $g$. In this model $H_Z$ does not connect the two signs, so both parity partners of a level also have this $g$.

## First contribution: the case (a) remainder

In a pure case (a) state, $\mathbf L\cdot\mathbf J=\Lambda\,\mathbf n\cdot\mathbf J=\Lambda\Omega$. The diagonal part of $\mathbf S\cdot\mathbf J$ is $\Sigma\Omega$, because the transverse part changes $\Sigma$. Therefore

$$g_{(a)}=\frac{(\Lambda+g_S\Sigma)\,\Omega}{J(J+1)} .$$

With $g_S\approx2$ this is $(\Lambda+2\Sigma)\Omega/J(J+1)$. For $\Omega=1/2$, $\Sigma=-1/2$ it becomes

$$g_{(a)}=\frac{1/2-g_S/4}{J(J+1)} .$$

One unit of orbital moment along the axis is opposed by half a unit of spin that counts double. What remains comes from the excess of $g_S$ over 2.

At $J=1/2$ the orbital part of $g$ is $+0.6667$, the spin part is $-0.6674$, and the sum is $-0.0008$. This residue should not be taken as a prediction for NO. Rotating nuclei carry a moment of the order of the electron-to-proton mass ratio, about $5\times10^{-4}$ in the same units, and the model omits it.

## What rotation does to the spin

Let $\mathbf N=\mathbf J-\mathbf S$. The rotation of the nuclei, $\mathbf R=\mathbf N-\Lambda\mathbf n$, is perpendicular to the axis, so $\mathbf R^2=\mathbf N^2-\Lambda^2$. With rotational constant $B$ and spin-orbit constant $A$,

$$H=B\left[(\mathbf J-\mathbf S)^2-1\right]+A\Sigma
=B\left[J(J+1)-\tfrac14-2\,\mathbf J\cdot\mathbf S\right]+A\Sigma ,$$

since $S(S+1)-1=-1/4$. The term $-2B\,\mathbf J\cdot\mathbf S$ uncouples the spin from the axis.

For $J\ge3/2$ there are two basis states, $\Omega=3/2$ and $\Omega=1/2$. The diagonal elements $\Omega\Sigma$ of $\mathbf J\cdot\mathbf S$ are $3/4$ and $-1/4$. The off-diagonal element $t$ follows from the eigenvalues. Since $\mathbf N^2=\mathbf J^2+\mathbf S^2-2\,\mathbf J\cdot\mathbf S$,

$$\mathbf J\cdot\mathbf S=\tfrac12\left[J(J+1)+\tfrac34-N(N+1)\right]
=\begin{cases}(J+1)/2,&N=J-\tfrac12\\-J/2,&N=J+\tfrac12.\end{cases}$$

The product of the eigenvalues equals the determinant:

$$-\tfrac14J(J+1)=-\tfrac3{16}-t^2 .$$

Thus $t=r/2$, with

$$r^2=J(J+1)-\tfrac34=(J-\tfrac12)(J+\tfrac32).$$

The positive sign of $t$ is a choice of phase. Changing it would reverse the off-diagonal elements of both the Hamiltonian and the magnetic operator, and leave $g$ unchanged.

Put $x=J+1/2$, so that $J(J+1)=x^2-1/4$. The diagonal energies are

$$H_{3/2}=\tfrac A2+B\left(x^2-\tfrac12-\tfrac32\right)=\tfrac A2+B(x^2-2),$$

$$H_{1/2}=-\tfrac A2+B\left(x^2-\tfrac12+\tfrac12\right)=-\tfrac A2+Bx^2,$$

and the off-diagonal element is $-2Bt=-Br$. With $\lambda=A/B$ and $l=\lambda-2$, in the order $3/2,1/2$,

$$\frac HB=(x^2-1)+K,\qquad K=\begin{pmatrix}l/2&-r\\-r&-l/2\end{pmatrix}.$$

Squaring gives $K^2=D^2/4$ times the unit matrix, with $D=\sqrt{l^2+4r^2}$. The eigenvalues of $K$ are $\pm D/2$, and the projector on the lower state is $P=\tfrac12(1-2K/D)$. Its elements give the weight $w$ of $\Omega=3/2$ and the product of the two amplitudes:

$$w=\tfrac12\left(1-\frac lD\right),\qquad c_{3/2}\,c_{1/2}=\frac rD .$$

The magnetic operator $(\mathbf L+g_S\mathbf S)\cdot\mathbf J$ has diagonal elements $3/2+3g_S/4$ and $1/2-g_S/4$, and off-diagonal element $g_Sr/2$. Its expectation value is

$$w\left(\tfrac32+\tfrac{3g_S}4\right)+(1-w)\left(\tfrac12-\tfrac{g_S}4\right)+2\,\frac rD\,\frac{g_Sr}2 .$$

Collecting the terms in $w$ gives the result for the lower component:

$$J(J+1)\,g=\left(\tfrac12-\tfrac{g_S}4\right)+(1+g_S)\,w+\frac{g_Sr^2}{D}.$$

The three terms are the case (a) remainder, the admixed weight of the magnetic component, and a cross term between the two components. For $J=1/2$ there is no $\Omega=3/2$ state. When $l>0$ the formula still holds there, because $r=w=0$: this level regains nothing.

The $g$ factors were also computed from wavefunctions in laboratory angles, without the case (a) matrix elements, and they agree with this formula.

## Second contribution: admixed weight

It is natural to credit the recovery to the $^2\Pi_{3/2}$ character that enters the lower state. For $r\ll l$, $D\approx l(1+2r^2/l^2)$, so $w\approx r^2/l^2$. This is second order in $B/A$.

Take a model molecule with the round values $A=100\ \mathrm{cm^{-1}}$ and $B=2\ \mathrm{cm^{-1}}$. They are not the constants of NO, but they share the feature $A\gg B$. Then $\lambda=50$ and $l=48$. At $J=3/2$, $w=0.0013$ and $J(J+1)=3.75$, so the admixture contributes

$$\frac{3.0023\times0.0013}{3.75}\approx0.0010 .$$

## Third contribution: the tilted spin

The cross term is first order in $B/A$. At $J=3/2$, $r^2=1\times3=3$ and $D^2=48^2+12=2316$, so it contributes

$$\frac{2.0023\times3}{3.75\sqrt{2316}}\approx0.0333 .$$

With the remainder of $-0.0002$, the total is $g=0.0342$.

The ratio of the second contribution to the third can be found without expansion. Since $wD=(D-l)/2$ and $D^2-l^2=4r^2$, we have $wD=2r^2/(D+l)$, and

$$\frac{\text{admixture}}{\text{cross term}}=\frac{(1+g_S)wD}{g_Sr^2}=\frac{2(1+g_S)}{g_S(D+l)} .$$

For $l>0$ this is largest at small $r$, where it approaches $(1+g_S)/(g_Sl)$, about 3% here. The recovered moment is therefore mainly a transverse spin polarization, not borrowed weight.

A vector picture shows its origin. The terms that act on the spin are

$$A\,\mathbf n\cdot\mathbf S-2B\,\mathbf J\cdot\mathbf S=(A\mathbf n-2B\mathbf J)\cdot\mathbf S .$$

In the lower state the spin points against the vector $A\mathbf n-2B\mathbf J$. While $2J<\lambda$ it is mostly opposed to $\mathbf n$, but it has a component along $+\mathbf J$. The orbital moment stays on the axis, so the tilt spoils the cancellation.

For large $J$, treat $\mathbf J$ as a classical vector. It is then nearly perpendicular to $\mathbf n$, because $\Omega\ll J$. The vector has length $B\sqrt{\lambda^2+4J^2}$, and the spin component along $\mathbf J$ is

$$\frac12\,\frac{2J}{\sqrt{\lambda^2+4J^2}} .$$

Multiplying by $g_S$ gives the moment:

$$gJ\approx\frac{g_SJ}{\sqrt{\lambda^2+4J^2}}\qquad(J,\lambda\gg1).$$

## The contributions weighed as $J$ rises

For the model molecule, the lower component has the following values.

| $J$ | admixture | cross term | $g$ | $gJ$ |
|---|---|---|---|---|
| 1/2 | 0 | 0 | −0.0008 | −0.0004 |
| 3/2 | 0.0010 | 0.0333 | 0.0342 | 0.051 |
| 9/2 | 0.0012 | 0.0396 | 0.0408 | 0.184 |
| 19/2 | 0.0011 | 0.0382 | 0.0394 | 0.374 |
| 39/2 | 0.0009 | 0.0320 | 0.0329 | 0.641 |
| 199/2 | 0.0001 | 0.0097 | 0.0098 | 0.980 |

The $g$ factor and the moment behave differently, and "restored" refers to the moment.

**Low $J$.** To leading order in $r/l$ for each contribution, and with $r^2/J(J+1)=1-3/[4J(J+1)]$,

$$g\approx g_{(a)}+\left[\frac{g_S}{l}+\frac{1+g_S}{l^2}\right]\left[1-\frac{3}{4J(J+1)}\right].$$

This gives 0.0343 at $J=3/2$ and 0.0393 at $J=5/2$, against 0.0342 and 0.0390 from the full formula. The $g$ factor quickly approaches a plateau near $2/l$. For NO, where $A/B$ is roughly 70, the plateau is roughly 0.03.

**The maximum of $g$.** Let $y=J(J+1)$. Keeping the next term of $1/D$ in the dominant cross term gives

$$g\approx\frac{g_S}{l}\left(1-\frac3{4y}\right)\left(1-\frac{2r^2}{l^2}\right).$$

For $l$ from a few tens to a few hundred the competing changes are $-3/(4y)$ and $-2y/l^2$. (For $l$ of order $10^3$ or more the case (a) remainder, which also varies as $1/y$, is no longer negligible and moves the maximum to higher $J$.) Setting the derivative of their sum to zero gives $3/(4y^2)=2/l^2$, or $y=l\sqrt{3/8}$. For $l=48$ this means $J\approx4.9$. The largest computed value, 0.0409, is at $J=11/2$; the value at $J=9/2$ is almost the same.

**Half recovery.** With $g_S\approx2$, the vector picture gives $gJ=1/2$ when $16J^2=\lambda^2+4J^2$, so $J=\lambda/(2\sqrt3)$. For $\lambda=50$ this is 14.4. In the full calculation, $J=29/2$ is the first level with a moment of at least $0.5\,\mu_B$.

**High $J$.** When $J\gg\lambda$ the spin lies along $\mathbf J$, and $gJ$ tends to $g_S/2=1.0012$. The $g$ factor then falls as $1/J$, because a fixed moment is divided by a growing angular momentum.

The limit can be approached from above. The orbital part of $J(J+1)g$ is $\tfrac32w+\tfrac12(1-w)=\tfrac12+w$. It tends to 1, which leaves an orbital moment of about $1/(J+1)$. With $\lambda=10$ and $J=300.5$ the computed moment is 1.0043. The limit and this small excess are properties of the model. The omitted rotational $g$ factor does not fall with $J$, so its moment grows with $J$, and at $J=300.5$ it is of order $5\times10^{-4}\times300=0.15\,\mu_B$. Such a $J$ serves only to show the mathematical limit: with $B\approx2\ \mathrm{cm^{-1}}$ the level would lie about $1.8\times10^5\ \mathrm{cm^{-1}}$ up, far above the dissociation energy of NO (about $5\times10^4\ \mathrm{cm^{-1}}$), and the rigid rotor fails well before that.

## Where the moment comes from

The sum of the two $g$ factors at a given $J$ is the trace of the magnetic matrix divided by $J(J+1)$:

$$g_{\rm lower}+g_{\rm upper}=\frac{2+g_S/2}{J(J+1)} .$$

Mixing cannot change a trace, so whatever the lower component gains the upper one loses. At $J=3/2$ the upper $g$ falls from its case (a) value of 0.800 to 0.766. At $J=19/2$ it falls from 0.030 to $-0.009$. The sign changes because the upper state's spin tilts against $\mathbf J$, and by then this outweighs the other terms.

## Consequences for the calculation

In a field of 0.1 T, $\mu_BB_0/h=1399.6$ MHz. At $J=3/2$ the spacing of adjacent $M$ levels in the lower component is

$$0.03417\times1399.6\ \mathrm{MHz}\approx47.8\ \mathrm{MHz}.$$

Pure case (a) would give a magnitude of about 0.2 MHz, with the opposite sign. Dropping the first-order field term is therefore a statement about $J=1/2$, not about the whole component. For the other levels the low-$J$ law suffices while $2r^2/l^2\ll1$; beyond that, the full formula costs no more than a square root.

The result depends on these conditions:

- **Weak field.** The Zeeman energy must be small compared with the distance to other levels that the field can mix in. Here $\mu_BB_0/hc=0.047\ \mathrm{cm^{-1}}$, while the lower levels $J=1/2$ and $3/2$ are $5.9\ \mathrm{cm^{-1}}$ apart. Quadratic shifts are not included in $g$. At $J=1/2$ they are not negligible beside the small linear term: at 0.1 T both $M$ levels of the model move down by about 0.44 MHz, against linear shifts of $\pm0.54$ MHz. This shift comes almost wholly from the upper component, about $100\ \mathrm{cm^{-1}}$ away, which the transverse spin couples in.
- **Strong spin-orbit coupling of the right sign.** The lower component is nearly nonmagnetic at low $J$ when $A\gg B$. For $A<0$ the order is inverted and the lower component is the magnetic one: with $\lambda=-50$ its $g$ at $J=3/2$ exceeds 0.7. In the opposite extreme of a very stiff coupling, $\lambda=10^5$, the recovery shrinks as $2/l$. At $J=19/2$ the cross term is about $2.0\times10^{-5}$ and the case (a) remainder about $-0.6\times10^{-5}$, so $g$ is only $1.4\times10^{-5}$, far below the omitted rotational contribution.
- **No nuclear spin.** If hyperfine coupling is not small compared with the Zeeman energy, this $g$ must be combined with the nuclear spin before it describes the observed splitting. NO itself is such a case at 0.1 T: the $^{14}$N hyperfine structure at $J=3/2$ spreads over roughly 70 and 170 MHz in the two parity levels, while the Zeeman step there is about 32 MHz.
- **One electronic state.** The transverse part of $\mathbf L$, which also causes $\Lambda$-doubling, adds corrections to $g$ that differ between the parity partners. If a single distant $\Sigma$ state gives a doubling of the size found in NO (about 350 MHz at $J=1/2$), they are about $\pm0.002$ at $J=1/2$, larger than the value kept there, and about $\pm0.001$ at $J=3/2$. They and the rotational moment matter most where the terms kept here nearly cancel, at $J=1/2$. The rotational moment matters again at very high $J$, where the $g$ kept here falls as $1/J$.

## Numbers as computed

```
A = 100.0 cm^-1, B = 2.0 cm^-1, A/B = 50.0
electron spin g factor gS = 2.002319
field = 0.10 T, muB*B0/h = 1399.62 MHz
muB*B0/(hc) = 0.04669 cm^-1
lower component, gap J=1/2 to 3/2 = 5.875 cm^-1
Lower component, contributions to g (dimensionless):
   J     weight(3/2)  case(a)    admixture  cross      g
  0.5   0.000000  -0.000773  +0.000000  +0.000000  -0.000773
  1.5   0.001297  -0.000155  +0.001038  +0.033285  +0.034169
  2.5   0.003436  -0.000066  +0.001179  +0.037877  +0.038990
  4.5   0.010102  -0.000023  +0.001225  +0.039634  +0.040836
  9.5   0.038120  -0.000006  +0.001147  +0.038245  +0.039386
 19.5   0.115692  -0.000001  +0.000869  +0.032003  +0.032870
 49.5   0.283599  -0.000000  +0.000341  +0.018049  +0.018389
 99.5   0.383308  -0.000000  +0.000115  +0.009735  +0.009850
Lower component from laboratory wavefunctions:
   J     g orbital  g spin     g total    gJ (muB)  spacing (MHz)
  0.5   +0.666667  -0.667440  -0.000773  -0.00039  -1.082
  1.5   +0.133679  -0.099510  +0.034169  +0.05125  +47.824
  2.5   +0.057536  -0.018545  +0.038990  +0.09748  +54.572
  4.5   +0.020610  +0.020225  +0.040836  +0.18376  +57.155
  9.5   +0.005395  +0.033992  +0.039386  +0.37417  +55.126
 19.5   +0.001540  +0.031330  +0.032870  +0.64097  +46.006
 49.5   +0.000313  +0.018076  +0.018389  +0.91027  +25.738
 99.5   +0.000088  +0.009762  +0.009850  +0.98007  +13.786
Upper component, g (dimensionless): mixed, pure case (a)
  1.5   +0.766140  +0.800464
  2.5   +0.304000  +0.343056
  4.5   +0.080423  +0.121282
  9.5   -0.009300  +0.030093
low-J law for g at J = 1.5: 0.034260
low-J law for g at J = 2.5: 0.039265
largest g = 0.040857 at J = 5.5
estimated J of largest g = 4.94
first J with gJ >= 0.5 muB: 14.5
tilted-spin estimate of that J = 14.43
stiff spin, A/B = 1e5, J = 9.5: g = 1.41e-05
tilted-spin error in gJ, J=50.5, A/B=100: 0.0122 muB
tilted-spin error in gJ, J=200.5, A/B=400: 0.0031 muB
gJ at J = 300.5, A/B = 10: 1.0043 muB
limit of gJ for J far above A/B: gS/2 = 1.0012 muB
```
